# Heavy-Hole and Light-Hole Momentum Matrix Elements in a Quantum Well: test program

```python
"""Zone-centre momentum strengths of a [001] quantum well.

Result under test, summed over both conduction spins and both Kramers partners:
  heavy hole: TE = p2*O_hh^2,    TM = 0
  light hole: TE = p2*O_lh^2/3,  TM = 4*p2*O_lh^2/3
p2 = |<S|p_x|X>|^2, O = overlap of electron and hole envelopes,
TE = field in the plane, TM = field along the growth axis z.
Hartree atomic units; hole energies are counted downwards from the valence edge.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
EX, EY, EZ = np.eye(3)

# ---- Momentum integrals of tetrahedral orbitals that lack inversion symmetry
axis = np.arange(-7.0, 7.01, 0.4)
R = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))


def s_orbital(r):
    return (1 + 0.3 * r[0] * r[1] * r[2]) * np.exp(-np.sum(r**2, axis=0) / 2)


def p_orbital(r, j):
    other = r[(j + 1) % 3] * r[(j + 2) % 3]
    return (r[j] + 0.4 * other) * np.exp(-np.sum(r**2, axis=0) / 2)


step = 1e-4
p_matrix = np.zeros((3, 3), complex)
for i in range(3):
    shift = step * np.eye(3)[i].reshape(3, 1, 1, 1)
    for j in range(3):
        slope = (p_orbital(R + shift, j) - p_orbital(R - shift, j)) / (2 * step)
        p_matrix[i, j] = -1j * np.sum(s_orbital(R) * slope) * 0.4**3
p_unit = p_matrix / abs(p_matrix[0, 0])
assert np.allclose(p_unit, p_unit[0, 0] * np.eye(3), atol=1e-7)

# ---- Spin-orbit states in the basis (X, Y, Z) x (up, down)
L = np.zeros((3, 3, 3), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c], L[a, c, b] = -1j, 1j
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
J6 = np.array([np.kron(L[i], np.eye(2)) + np.kron(np.eye(3), S[i]) for i in range(3)])
LS = sum(np.kron(L[i], S[i]) for i in range(3))
ls_values, ls_vectors = np.linalg.eigh(LS)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
split_off, quartet = ls_vectors[:, :2], ls_vectors[:, 2:]
m_values, rotation = np.linalg.eigh(quartet.conj().T @ J6[2] @ quartet)
assert np.allclose(m_values, [-1.5, -0.5, 0.5, 1.5])
quartet = quartet @ rotation
heavy, light = quartet[:, [0, 3]], quartet[:, [1, 2]]
hh_formula = -np.array([1, 0, 1j, 0, 0, 0]) / np.sqrt(2)
lh_formula = np.array([0, -1, 0, -1j, 2, 0]) / np.sqrt(6)
assert abs(abs(np.vdot(hh_formula, quartet[:, 3])) - 1) < 1e-12
assert abs(abs(np.vdot(lh_formula, quartet[:, 2])) - 1) < 1e-12


def dipole(e):
    """Rows: conduction spin; columns: the six valence basis states."""
    return np.kron((e @ p_unit).reshape(1, 3), np.eye(2))


def strength(e, states):
    return np.sum(abs(dipole(e) @ states)**2)


bloch = {name: (strength(EX, st), strength(EZ, st))
         for name, st in [("HH", heavy), ("LH", light), ("SO", split_off)]}
assert np.allclose(bloch["HH"], [1, 0], atol=1e-6)
assert np.allclose(bloch["LH"], [1 / 3, 4 / 3], atol=1e-6)
for theta, phi in [(0.3, 0.8), (1.1, 2.0), (1.4, 4.5)]:
    e = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi), np.cos(theta)])
    assert abs(strength(e, heavy) - np.sin(theta)**2) < 1e-6
    assert abs(strength(e, light) - (1 + 3 * np.cos(theta)**2) / 3) < 1e-6
    assert abs(sum(strength(e, st) for st in (heavy, light, split_off)) - 2) < 1e-6
bulk_average = np.mean([strength(e, quartet) for e in (EX, EY, EZ)]) / 4
assert abs(bulk_average - 1 / 3) < 1e-6

# ---- Finite spin-orbit splitting with a tetragonal splitting term
so_splitting = 0.01
mixed = []
for tetragonal in (0.001, -0.001):
    h6 = 2 * so_splitting / 3 * LS + tetragonal * np.kron(L[2] @ L[2], np.eye(2))
    vectors = np.linalg.eigh(h6)[1]
    pairs = [vectors[:, i:i + 2] for i in (4, 2, 0)]
    jz2 = [np.trace(v.conj().T @ J6[2] @ J6[2] @ v).real / 2 for v in pairs]
    hh_pair = pairs[int(np.argmax(jz2))]
    lh_pair = pairs[[i for i in range(3) if i != int(np.argmax(jz2))][0]]
    assert abs(max(jz2) - 2.25) < 1e-10 and strength(EZ, hh_pair) < 1e-12
    z_weight = np.sum(abs(lh_pair[4:6])**2) / 2
    te, tm = strength(EX, lh_pair), strength(EZ, lh_pair)
    assert abs(tm - 2 * z_weight) < 1e-6 and abs(te - (1 - z_weight)) < 1e-6
    mixed.append((tetragonal, z_weight, te, tm))
assert mixed[0][3] < 4 / 3 < mixed[1][3]

# ---- Model well
width, v_c, v_v, m_c, p2 = 150.0, 0.01, 0.005, 0.07, 0.45
g1, g2, g3 = 7.0, 2.0, 3.0
m_hh, m_lh = 1 / (g1 - 2 * g2), 1 / (g1 + 2 * g2)


def analytic_level(mass, barrier):
    """Lowest finite-well level: energy, inside wavenumber, outside decay."""
    def decay(q):
        return np.sqrt(2 * mass * barrier - q**2)
    q = brentq(lambda x: x * np.sin(x * width / 2) - decay(x) * np.cos(x * width / 2),
               1e-9, np.pi / width, xtol=1e-15)
    return q**2 / (2 * mass), q, decay(q)


fine = np.linspace(-300, 300, 30001)
dz = fine[1] - fine[0]


def analytic_envelope(level):
    _, q, kappa = level
    outside = np.cos(q * width / 2) * np.exp(-kappa * (abs(fine) - width / 2))
    f = np.where(abs(fine) < width / 2, np.cos(q * fine), outside)
    return f / np.sqrt(np.sum(f**2) * dz)


levels = [analytic_level(m_c, v_c), analytic_level(m_hh, v_v), analytic_level(m_lh, v_v)]
f_c, f_hh, f_lh = [analytic_envelope(level) for level in levels]
e_c, e_hh, e_lh = [level[0] for level in levels]
o_hh, o_lh = np.sum(f_c * f_hh) * dz, np.sum(f_c * f_lh) * dz

# Envelope factorisation with orthogonal cell functions of period 10 bohr
cell = 10.0
u_c = np.sqrt(2) * np.cos(2 * np.pi * fine / cell)
u_v = np.sqrt(2) * np.sin(2 * np.pi * fine / cell)
full_element = np.sum(f_c * u_c * np.gradient(f_lh * u_v, dz)) * dz
t = np.arange(2000) * cell / 2000
cell_element = np.mean(2 * np.cos(2 * np.pi * t / cell)**2) * 2 * np.pi / cell
factor_error = abs(full_element / (o_lh * cell_element) - 1)
assert factor_error < 1e-3

# ---- Four-band well in a sine basis inside a wide box
box, n_basis = 600.0, 80
nodes, node_weights = np.polynomial.legendre.leggauss(160)
edges = [-box / 2, -width / 2, width / 2, box / 2]
z = np.concatenate([(b - a) / 2 * nodes + (a + b) / 2 for a, b in zip(edges, edges[1:])])
w = np.concatenate([(b - a) / 2 * node_weights for a, b in zip(edges, edges[1:])])
wave = np.arange(1, n_basis + 1)[:, None] * np.pi / box
B = np.sqrt(2 / box) * np.sin(wave * (z + box / 2))
dB = np.sqrt(2 / box) * wave * np.cos(wave * (z + box / 2))
K2 = (dB * w) @ dB.T
KZ = -1j * (B * w) @ dB.T
BARRIER = (B * w * (abs(z) > width / 2)) @ B.T
Z = (B * w * z) @ B.T
J4 = np.array([quartet.conj().T @ j @ quartet for j in J6])


def electron(field):
    values, vectors = np.linalg.eigh(K2 / (2 * m_c) + v_c * BARRIER + field * Z)
    return values[0], vectors[:, 0]


def holes(k, field):
    one, jx, jz = np.eye(n_basis), J4[0], J4[2]
    h = np.kron((g1 + 2.5 * g2) / 2 * (K2 + k**2 * one) + v_v * BARRIER - field * Z, np.eye(4))
    h = h - g2 * (k**2 * np.kron(one, jx @ jx) + np.kron(K2, jz @ jz))
    h = h - g3 * k * np.kron(KZ, jx @ jz + jz @ jx)
    return np.linalg.eigh(h)


def well_strength(k, field=0.0, first=0):
    """TE (mean of x and y) and TM strength, in units of p2, of one hole doublet."""
    envelope = electron(field)[1]
    states = holes(k, field)[1][:, first:first + 2].reshape(n_basis, 4, 2)
    bloch_part = quartet @ np.einsum("n,nmd->md", envelope, states)
    te = (strength(EX, bloch_part) + strength(EY, bloch_part)) / 2
    return te, strength(EZ, bloch_part)


hole_values = holes(0.0, 0.0)[0]
assert abs(electron(0.0)[0] / e_c - 1) < 1e-4
assert np.allclose(hole_values[:4], [e_hh, e_hh, e_lh, e_lh], rtol=1e-4)
hh_te, hh_tm = well_strength(0.0)
lh_te, lh_tm = well_strength(0.0, first=2)
assert abs(hh_te - o_hh**2) < 1e-4 and hh_tm < 1e-12
assert abs(lh_te - o_lh**2 / 3) < 1e-4 and abs(lh_tm - 4 * o_lh**2 / 3) < 1e-4

# Growth of the heavy-hole TM strength away from the zone centre
tilt = 5e-6
assert well_strength(0.0, tilt)[1] < 1e-12
power_sym = np.log2(well_strength(1e-3)[1] / well_strength(5e-4)[1])
power_tilt = np.log2(well_strength(1e-4, tilt)[1] / well_strength(5e-5, tilt)[1])
assert abs(power_sym - 4) < 0.1
assert abs(power_tilt - 2) < 0.1

# ---- Output
print("Bloch strengths in units of |p|^2, summed over spins and partners")
for name, (te, tm) in bloch.items():
    print(f"  {name}: TE = {te:.4f}, TM = {tm:.4f}")
print(f"Bulk average per band and conduction spin = {bulk_average:.4f} |p|^2")
print(f"Well width = {width:.0f} bohr")
print(f"Barriers: electron {v_c:.3f}, hole {v_v:.3f} hartree")
print(f"Electron mass = {m_c:.2f} electron masses")
print(f"Luttinger parameters = {g1:.0f}, {g2:.0f}, {g3:.0f}")
print(f"Masses along z: HH {m_hh:.4f}, LH {m_lh:.4f} electron masses")
print(f"|p|^2 = {p2:.2f} a.u.")
print(f"Confinement energy E1  = {e_c:.6f} hartree")
print(f"Confinement energy HH1 = {e_hh:.6f} hartree")
print(f"Confinement energy LH1 = {e_lh:.6f} hartree")
print(f"LH1 - HH1 = {e_lh - e_hh:.6f} hartree = {(e_lh - e_hh) * HARTREE_MEV:.1f} meV")
print(f"Envelope overlaps: E1-HH1 {o_hh:.5f}, E1-LH1 {o_lh:.5f}")
print(f"Squared overlaps:  E1-HH1 {o_hh**2:.5f}, E1-LH1 {o_lh**2:.5f}")
print(f"Factorisation test: cell period {cell:.0f} bohr, relative error {factor_error:.1e}")
print("Well strengths at k = 0 from the four-band calculation, a.u.")
print(f"  E1-HH1: TE = {p2 * hh_te:.4f}, TM = {p2 * hh_tm:.4f}")
print(f"  E1-LH1: TE = {p2 * lh_te:.4f}, TM = {p2 * lh_tm:.4f}")
print(f"  LH1 TM / HH1 TE = {lh_tm / hh_te:.4f}")
print("E1-HH1 strengths at finite k along [100], symmetric well, a.u.")
for k in (0.005, 0.010, 0.020):
    te, tm = well_strength(k)
    print(f"  k = {k:.3f} 1/bohr: TE = {p2 * te:.4f}, TM = {p2 * tm:.3e}")
print(f"Same with a field along z of {tilt:.0e} a.u.")
for k in (0.0, 0.005, 0.010):
    te, tm = well_strength(k, tilt)
    print(f"  k = {k:.3f} 1/bohr: TE = {p2 * te:.4f}, TM = {p2 * abs(tm):.3e}")
print(f"Small-k power of TM strength: symmetric {power_sym:.3f}, with field {power_tilt:.3f}")
print(f"LH Bloch strengths at spin-orbit splitting {so_splitting:.3f} hartree, units |p|^2")
for tetragonal, z_weight, te, tm in mixed:
    print(f"  tetragonal term {tetragonal:+.3f} hartree: Z weight {z_weight:.4f},"
          f" TE {te:.4f}, TM {tm:.4f}")
print("every check passed")
```

Output:

```
Bloch strengths in units of |p|^2, summed over spins and partners
  HH: TE = 1.0000, TM = 0.0000
  LH: TE = 0.3333, TM = 1.3333
  SO: TE = 0.6667, TM = 0.6667
Bulk average per band and conduction spin = 0.3333 |p|^2
Well width = 150 bohr
Barriers: electron 0.010, hole 0.005 hartree
Electron mass = 0.07 electron masses
Luttinger parameters = 7, 2, 3
Masses along z: HH 0.3333, LH 0.0909 electron masses
|p|^2 = 0.45 a.u.
Confinement energy E1  = 0.001676 hartree
Confinement energy HH1 = 0.000432 hartree
Confinement energy LH1 = 0.001131 hartree
LH1 - HH1 = 0.000699 hartree = 19.0 meV
Envelope overlaps: E1-HH1 0.99371, E1-LH1 0.99731
Squared overlaps:  E1-HH1 0.98745, E1-LH1 0.99462
Factorisation test: cell period 10 bohr, relative error 2.6e-05
Well strengths at k = 0 from the four-band calculation, a.u.
  E1-HH1: TE = 0.4444, TM = 0.0000
  E1-LH1: TE = 0.1492, TM = 0.5968
  LH1 TM / HH1 TE = 1.3430
E1-HH1 strengths at finite k along [100], symmetric well, a.u.
  k = 0.005 1/bohr: TE = 0.4370, TM = 2.578e-03
  k = 0.010 1/bohr: TE = 0.3901, TM = 5.549e-02
  k = 0.020 1/bohr: TE = 0.2161, TM = 2.785e-01
Same with a field along z of 5e-06 a.u.
  k = 0.000 1/bohr: TE = 0.4315, TM = 1.102e-26
  k = 0.005 1/bohr: TE = 0.4236, TM = 2.875e-03
  k = 0.010 1/bohr: TE = 0.3781, TM = 5.305e-02
Small-k power of TM strength: symmetric 4.007, with field 2.003
LH Bloch strengths at spin-orbit splitting 0.010 hartree, units |p|^2
  tetragonal term +0.001 hartree: Z weight 0.6201, TE 0.3799, TM 1.2402
  tetragonal term -0.001 hartree: Z weight 0.7088, TE 0.2912, TM 1.4176
every check passed
```
